# Why a frozen energy denominator underestimates multiphonon capture

**Question.** A carrier falls into a deep trap and gives its energy to the lattice as many phonons. The rate can be computed with electronic states fixed at one lattice geometry, coupled by the lattice displacement (static coupling), or with adiabatic states that follow the lattice, coupled by the nuclear kinetic energy. Why can the second method give much too small a rate when its electronic energy denominator is held constant, and why does keeping the denominator's dependence on the lattice coordinate bring back the static result?

**Where the two descriptions differ**

Take two electronic states, \(i\) (carrier free) and \(f\) (carrier trapped), and one lattice mode \(Q\) with the same frequency \(\omega\) in both. In the algebra \(\hbar=M=1\). The potential energies are

\[
U_i=\tfrac12\omega^2Q^2,\qquad U_f=\tfrac12\omega^2(Q-d)^2-\varepsilon .
\]

The released energy is \(\varepsilon=p\omega\), with \(p\) a positive integer. The relaxation energy is \(\lambda=\tfrac12\omega^2d^2=S\omega\), where \(S\) is the Huang–Rhys factor. Subtracting the potentials gives the electronic gap

\[
\Delta(Q)=U_i-U_f=\Delta_0+FQ,\qquad \Delta_0=\varepsilon-\lambda,\quad F=\omega^2d ,
\]

which vanishes at the crossing \(Q_c=-\Delta_0/F\). The static states are chosen to diagonalize the electronic Hamiltonian at \(Q=0\), the equilibrium before capture. Their coupling therefore has no constant term, and to leading order \(W=aQ\). Everything below is first order in \(a\).

Perturbation theory at fixed \(Q\) mixes the states by \(g=W/\Delta\):

\[
\phi_i^{\rm ad}=\phi_i+g\,\phi_f,\qquad \phi_f^{\rm ad}=\phi_f-g\,\phi_i .
\]

The transition is driven by the change of this mixing as the lattice moves. Since \(W'=a\) and \(\Delta'=F\),

\[
g'=\frac{a\Delta-aQF}{\Delta^2}=\frac{a\Delta_0}{\Delta(Q)^2}.
\]

At \(Q=0\) this is \(a/\Delta_0\), and it grows steeply towards the crossing. Freezing the denominator at \(\Delta_0\) keeps the value at \(Q=0\) everywhere. The size of the error depends on where the vibrational overlap lies.

**Why the full denominator gives the static result**

Let \(T=-\tfrac12\partial^2\), with \(\partial=d/dQ\), act on \(\phi_i^{\rm ad}\chi_n\), and project on \(\phi_f^{\rm ad}\). To first order the operator left acting on \(\chi_n\) is

\[
L=-g'\partial-\tfrac12g''=[T,g].
\]

The last equality follows from \(-\tfrac12(g\chi)''+\tfrac12g\chi''=-g'\chi'-\tfrac12g''\chi\).

Let \(|n\rangle\) be a level of \(H_i=T+U_i\) and \(|m\rangle\) a level of \(H_f=T+U_f\). Replace \(T\) by \(H_f-U_f\) where it acts to the left and by \(H_i-U_i\) where it acts to the right:

\[
\langle m|[T,g]|n\rangle=(E_m-E_n)\langle m|g|n\rangle+\langle m|(U_i-U_f)g|n\rangle .
\]

Energy conservation requires \(E_m=E_n\), that is \(m=n+p\), so

\[
\langle m|L|n\rangle=\langle m|\Delta\,g|n\rangle .
\]

With \(g=W/\Delta\) the gap cancels, and the static element \(\langle m|W|n\rangle\) remains.

The pole of \(g\) needs care. Replace \(g\) by the smooth function \(g_\eta=W\Delta/(\Delta^2+\eta^2)\). The same identity gives

\[
\langle m|L_\eta|n\rangle=\Big\langle m\Big|W\frac{\Delta^2}{\Delta^2+\eta^2}\Big|n\Big\rangle .
\]

What is missing is \(\langle m|W\eta^2/(\Delta^2+\eta^2)|n\rangle\). For small \(\eta\) this is a Lorentzian of area \(\pi\eta/F\) times the integrand \(\chi_mW\chi_n\) at \(Q_c\), so the loss vanishes linearly with \(\eta\). The states used here keep their free or trapped character through the crossing; they are not relabelled as upper and lower surfaces.

**What freezing removes**

With \(g=W/\Delta_0\) the same identity gives

\[
M_{\rm fixed}=\frac{\langle m|W\Delta|n\rangle}{\Delta_0},\qquad M_{\rm static}=\langle m|W|n\rangle .
\]

The frozen element carries an extra factor \(\Delta/\Delta_0\), which is zero at the crossing. To see what this costs, note that \(\Delta=H_i-H_f\), so that on the energy shell \(\langle m|\Delta|n\rangle=E_n-E_m=0\). Because \(\Delta=F(Q-Q_c)\),

\[
\langle m|Q|n\rangle=Q_c\langle m|n\rangle ,\qquad M_{\rm static}=aQ_c\langle m|n\rangle .
\]

The product \(\chi_m\chi_n\) thus has its centroid at the crossing. Let \(s^2\) be its second moment about \(Q_c\), divided by \(\langle m|n\rangle\). Writing \(Q=(Q-Q_c)+Q_c\), the part with \(Q_c\) drops out and

\[
\langle m|Q\Delta|n\rangle=F\langle m|(Q-Q_c)^2|n\rangle=Fs^2\langle m|n\rangle .
\]

Using \(\Delta_0=-FQ_c\),

\[
\frac{M_{\rm fixed}}{M_{\rm static}}=\frac{aFs^2/\Delta_0}{aQ_c}=-\frac{s^2}{Q_c^2}.
\]

For the lowest level \(s^2\) follows from \(\partial\chi_0=-\omega Q\chi_0\). The identity with \(g=Q\) reads \(-\langle m|\partial|0\rangle=\langle m|Q\Delta|0\rangle\). Its left side is \(\omega Q_c\langle m|0\rangle\) and its right side is \(Fs^2\langle m|0\rangle\). Hence

\[
s^2=\frac{\omega Q_c}{F}=\frac{Q_c}{\omega d},\qquad
\frac{k_{\rm fixed}}{k_{\rm static}}=\frac{s^4}{Q_c^4}=\Big(\frac{\omega}{\Delta_0}\Big)^2 .
\]

For strong coupling, \(S>p\), the crossing lies between the two minima. If it also lies well above the level, \(\chi_0\) decays there while \(\chi_m\) rises. Their logarithmic slopes are about \(-\kappa_i\) and \(+\kappa_f\), with \(\kappa=\sqrt{2(U-E)}\). These cancel where \(U_i=U_f\), and the product peaks near the crossing. The frozen denominator suppresses this peak.

For \(S<p\) the crossing is at negative \(Q_c\), and the formula gives \(s^2<0\). No integrand of one sign can do that, so the integrand changes sign and its parts cancel to some degree. The overlap can then no longer be read as a single peak at the crossing. The rate ratio still holds: for \(S=3\), \(p=10\) it is \(1/49=0.020\).

Underestimation from the lowest level requires \(|\Delta_0|>\omega\). For \(S=8.5\), \(p=8\) the gap at \(Q=0\) is half a phonon, and freezing it overestimates the rate fourfold.

The static element can be judged without either perturbative description. Two degenerate levels joined by an element \(M\) split by \(2|M|\). Diagonalizing the coupled electron–lattice Hamiltonian for \(S=8\), \(p=3\) and \(a=0.004\) phonon energies per oscillator length \(l=1/\sqrt{\omega}\), with \(\varepsilon\) tuned to the smallest splitting, gives a half-splitting of \(8.460\times10^{-4}\) phonon energies. The static element is \(8.460\times10^{-4}\), the frozen one \(1.692\times10^{-4}\).

**Finite temperature**

Average the golden rule over initial levels with thermal weights \(P_n\), and let unresolved broadening smooth the discrete final levels into a density \(1/\omega\). Only the resonant channel \(m=n+p\) is kept; a broadening of half to one phonon also admits the neighbouring channels, which raises the example rates below by a few percent. Since \(\langle n+p|Q|n\rangle=Q_c\langle n+p|n\rangle\) for every \(n\),

\[
k_{\rm static}=\frac{2\pi}{\omega}a^2Q_c^2B_p,\qquad B_p=\sum_nP_n|\langle n+p|n\rangle|^2 .
\]

The final levels are oscillator functions shifted by \(d\), so the overlaps are elements of \(e^{iPd}\), with \(P=-i\partial\). Consider the thermal average

\[
G(\alpha,\beta)=\langle e^{-i\alpha P(t)}e^{i\beta P(0)}\rangle=\exp\!\big[-\tfrac12(\alpha^2+\beta^2)\sigma^2+\alpha\beta c\big],
\]

which is Gaussian because \(P\) is linear in the ladder operators. With \(N\) the thermal phonon number and \(z=e^{-i\omega t}\),

\[
\sigma^2=\tfrac{\omega}{2}(2N+1),\qquad c=\tfrac{\omega}{2}y,\qquad y=(N+1)z+N/z .
\]

A transition that adds \(p\) phonons contributes to the power \(z^p\). At \(\alpha=\beta=d\), where \(\omega d^2/2=S\), \(G\) becomes \(K=\exp[S(y-2N-1)]\). The generating function \(e^{(x/2)(u+1/u)}=\sum_kI_k(x)u^k\), with \(u=z\sqrt{(N+1)/N}\), then gives

\[
B_p=e^{-S(2N+1)}\Big(\frac{N+1}{N}\Big)^{p/2}I_p\big(2S\sqrt{N(N+1)}\big).
\]

The frozen operator is \(-(a/\Delta_0)\partial\), so its rate needs elements of \(P\). They come from \(\partial_\alpha\partial_\beta G\) at \(\alpha=\beta=d\), which is \(K[c+d^2(c-\sigma^2)^2]\). Therefore

\[
k_{\rm fixed}=\frac{2\pi}{\omega}\frac{a^2}{\Delta_0^2}\,\frac{\omega}{2}\,[z^p]\Big\{\big[y+S(y-2N-1)^2\big]K\Big\},
\]

where \([z^p]\) takes the coefficient of \(z^p\).

When the lattice is classical, momentum is independent of position and \(\langle P^2\rangle=k_BT\). The ratio becomes \(k_BT/(\Delta_0^2Q_c^2)\). With \(Q_c^2=\Delta_0^2/F^2\) and \(F^2=2\lambda\omega^2\),

\[
\frac{k_{\rm fixed}}{k_{\rm static}}\to\frac{2\lambda\omega^2k_BT}{\Delta_0^4}.
\]

**Numbers for a deep oxide trap**

The parameters are illustrative, not fitted to a known defect. They describe a strongly relaxing trap in an oxide such as the NiO of a resistive memory: phonon energy 0.05 eV, released energy 0.40 eV, \(S=20\), a mode with the mass of oxygen, and \(a=0.02\) eV/Å. Then \(\lambda=1.00\) eV and \(\Delta_0=0.40-1.00=-0.60\) eV. The negative sign means that, before the lattice relaxes, the trapped state lies 0.60 eV above the free one; it drops below only after relaxation. In a real host it may at first overlap the band, which this two-state model leaves out. The displacement is \(d=0.4572\) Å, so

\[
F=\frac{2\lambda}{d}=\frac{2.00}{0.4572}\approx4.37\ \text{eV/Å},\qquad Q_c=\frac{0.60}{4.37}\approx0.137\ \text{Å}.
\]

With \(l=0.0723\) Å, the spread is \(s=l\sqrt{Q_c/d}=0.0723\sqrt{0.30}\approx0.040\) Å. Within \(2s\) of the crossing lies 95% of the integral of \(|\chi_p\chi_0|\). At \(Q_c-s\) the true derivative coupling is \((Q_c/s)^2=12\) times its value at \(Q=0\).

The static coupling at the crossing is \(0.02\times0.137=0.00274\) eV and the overlap is 0.0362, so the static element is \(9.9\times10^{-5}\) eV. The frozen one is smaller by \(0.60/0.05=12\), or \(8.3\times10^{-6}\) eV, and the rate from the lowest level is smaller by 144. With the full denominator and its pole smoothed over 0.00036 Å, the kinetic element is 0.989 of the static one; linear extrapolation to zero width gives 0.9999. These ratios test the first-order expression, in which \(a\) cancels. They do not describe the adiabatic states at the example's own \(a\), for which the largest mixing at this width, \(W/(2\eta)\) with \(\eta\) the width times \(F\), would be about 0.87 and no longer small.

At 300 K the static rate is \(6.4\times10^9\) s⁻¹ and the frozen rate \(2.3\times10^7\) s⁻¹, a ratio of 0.0036. The classical formula gives 0.0010. It is not yet accurate because \(k_BT=0.026\) eV is about half a phonon. At 400 K the ratio is 0.0030. It falls with temperature in this range, while the classical formula rises in proportion to \(T\); for these parameters the two agree within about 10% only near 1000 K.

These are rates for one occupied host state and one trap state, not measured properties of NiO. The slope \(a\) is a chosen value; both rates scale as \(a^2\), so their ratio does not depend on it. A displacement of 0.46 Å would be large for a single oxygen atom. Shared equally by several atoms in one collective mode, it is smaller for each. First-order theory is reasonable here: the Landau–Zener exponent \(2\pi W(Q_c)^2/(\hbar vF)\) at thermal speed \(v=\sqrt{k_BT/M}\) is 0.004, and the region \(|\Delta|<2W(Q_c)\), where the mixing is no longer small, holds 2.4% of the overlap.

Equal frequencies are an assumption that a real trap can break. Softening the final mode by 10%, with \(d\) and \(\varepsilon\) held fixed, multiplies the classical static rate by 2.5 and raises the classical ratio from 0.0010 to 0.0032, because \(|\Delta_0|\) falls to 0.41 eV and the crossing moves inward. A field of 1 MV/cm acting over 0.3 nm shifts \(\varepsilon\) by 0.03 eV and changes the classical static rate by a factor of 1.27 or 0.77, depending on its direction. These classical values show trends only: at 300 K the classical frozen-to-static ratio is itself 3.6 times too small. The host bandwidth, other phonon modes and the correlated electrons of NiO are left out, and their effect is not estimated. The numerical output below gives the remaining values.

## Calculated quantities

```
phonon energy: 0.050 eV
released energy: 0.400 eV (8 phonons)
Huang-Rhys factor: 20.0
relaxation energy: 1.000 eV
mode mass: 15.999 u
coupling slope a: 0.020 eV/angstrom
temperature: 300 K; kT = 0.02585 eV
oscillator length l: 0.07229 angstrom
displacement d: 0.4572 angstrom
gap at Q=0: -0.600 eV
gap slope F: 4.3746 eV/angstrom
crossing Q_c: 0.13716 angstrom
crossing height above minimum: 0.0900 eV
coupling at crossing: 0.002743 eV
spread s of overlap integrand: 0.03959 angstrom
share of |integrand| within 2 s: 0.9500
derivative coupling at Q_c-s over Q=0: 12.000
overlap <p|0>: 0.036176
static element, n=0: 9.9234e-05 eV
frozen element, n=0: 8.2695e-06 eV
frozen/static rate, n=0: 0.006944
full/static element, pole width 0.002892 angstrom: 0.91670
full/static element, pole width 0.001446 angstrom: 0.95726
full/static element, pole width 0.000723 angstrom: 0.97835
full/static element, pole width 0.000361 angstrom: 0.98910
full/static element, extrapolated: 0.999857
S=3, p=10: frozen/static rate 0.020408
S=3, p=10: second moment -1.1667 l^2
S=8.5, p=8: frozen/static rate 4.0000
vibronic test: S=8, p=3, a=0.004 phonon/l
half smallest splitting: 8.459566e-04 phonon
static element there: 8.459631e-04 phonon
frozen element there: 1.691926e-04 phonon
static capture rate, 300 K: 6.3886e+09 1/s
frozen capture rate, 300 K: 2.3124e+07 1/s
frozen/static rate, 300 K: 0.003620
classical frozen/static, 300 K: 0.000997
static capture rate, 400 K: 1.0102e+10 1/s
frozen/static rate, 400 K: 0.002997
quantum/classical static rate, 300 K: 1.6477
Landau-Zener exponent, thermal speed: 0.00416
overlap share where |gap| < 2 W(Q_c): 0.0242
10% softer final mode, static rate factor: 2.455
10% softer final mode, frozen/static: 0.003177
field 1.0 MV/cm over 0.3 nm: 0.030 eV
static rate factor, released energy up: 1.267
static rate factor, released energy down: 0.772
frozen/static, energy up: 0.001225
frozen/static, energy down: 0.000821
```
